# X-Ray Intensity Depth in Copper at Vanishing Grazing Incidence

**Problem.** X-rays of wavelength \(\lambda=0.154\) nm strike a flat, thick copper surface at a grazing angle \(\theta\), measured from the surface. The critical angle for total external reflection is \(\theta_c=0.40^\circ\).

(a) Over what depth does the intensity inside the copper fall by a factor \(e\) as \(\theta\to0\)?

(b) How strong is the field at the surface in that limit?

(c) How does the depth change at 0.05, 0.20, 0.40 and 0.80 degree, if the attenuation length along a ray in copper is roughly 20 μm?

(d) How far do a native oxide and a graded surface alter the picture?

**Solution**

**The wave inside the metal.** Let \(z\) point into the copper, with the surface at \(z=0\), and let \(x\) run along the surface in the plane of incidence. The time factor is \(e^{-i\omega t}\), and the refractive index of copper is

\[
n=1-\delta+i\beta ,
\]

where \(\delta\) and \(\beta\) are positive and much smaller than one. With this time factor a positive \(\beta\) means absorption. The electric field is taken parallel to the surface and perpendicular to the plane of incidence. It then obeys \(\nabla^2E+k^2n^2E=0\), with \(k=2\pi/\lambda\) the wavenumber in vacuum.

A flat surface is the same at every \(x\), so the wavenumber along \(x\) is the same on both sides. Its value is that of the incident wave, \(k\cos\theta\). Writing \(E=\psi(z)\,e^{ikx\cos\theta}\) and carrying out the two \(x\) derivatives gives

\[
\psi''+k^2\left(n^2-\cos^2\theta\right)\psi=0 .
\]

The bracket is a small difference of two numbers close to one. Its parts are

\[
n^2=1-2\delta+2i\beta+(\delta-i\beta)^2,\qquad
\cos^2\theta=1-\sin^2\theta\approx1-\theta^2 ,
\]

with \(\theta\) in radians. The squared term in \(n^2\) is smaller than \(2\delta\) by a factor of order \(\delta\), about \(10^{-5}\) here, and is dropped. The ones cancel, leaving

\[
\psi''+q'^2\psi=0,\qquad q'=k\sqrt{\theta^2-2\delta+2i\beta}.
\]

The solutions are \(e^{\pm iq'z}\). In thick copper the field must not grow with depth, so we keep \(e^{iq'z}\) and choose the root with a positive imaginary part. The intensity is proportional to

\[
|\psi|^2\propto e^{-2z\,\mathrm{Im}\,q'}=e^{-z/\Lambda},\qquad
\Lambda=\frac{1}{2\,\mathrm{Im}\,q'} .
\]

The factor 2 comes from squaring the amplitude. The depth over which the amplitude falls by a factor \(e\) is therefore \(2\Lambda\).

**The critical angle.** Leave absorption out for the moment. Then \(q'\) is real for \(\theta^2>2\delta\), and a wave travels into the metal. For \(\theta^2<2\delta\) it is imaginary, and the field merely decays. The boundary between the two defines the critical angle,

\[
\theta_c^2=2\delta .
\]

The given angle is \(\theta_c=0.40\,\pi/180=0.006981\) rad, which corresponds to \(\delta=\theta_c^2/2=2.44\times10^{-5}\).

**(a) The depth at vanishing angle.** Below the critical angle, still without absorption,

\[
q'=ik\sqrt{\theta_c^2-\theta^2},\qquad
\Lambda=\frac{1}{2k\sqrt{\theta_c^2-\theta^2}}
=\frac{\lambda}{4\pi\sqrt{\theta_c^2-\theta^2}} .
\]

Setting \(\theta=0\) gives

\[
\Lambda_0=\frac{\lambda}{4\pi\theta_c}
=\frac{0.154\ \text{nm}}{4\pi\times0.006981}
=1.755\ \text{nm}\approx1.8\ \text{nm}.
\]

The amplitude depth is twice this, 3.5 nm. Integrating the wave equation numerically at \(0.001^\circ\), starting from \(\psi=0\) at a remote depth and without assuming an exponential, also gives an intensity depth of 1.755 nm.

This depth is a decay length, not a sharp limit. A fraction \(e^{-1}\), or 37 %, of the depth-integrated intensity lies below \(\Lambda_0\). To include 90 % of it one must go to \(\Lambda_0\ln10\approx4.0\) nm.

The smallness of \(\Lambda_0\) has nothing to do with absorption, which was left out. The wavenumber along the surface, \(k\cos\theta\), is larger than the total wavenumber \(k(1-\delta)\) that a travelling wave can have in the metal. The normal part must make up the difference by being imaginary. The depth is much larger than \(\lambda\) because \(\theta_c\) is small.

A straight-ray estimate misses this. A ray that entered at angle \(\theta\) without refraction and was absorbed over 20 μm would reach a depth of \(20\,000\ \text{nm}\times\sin\theta\). At \(0.05^\circ\) that is 17 nm, ten times the wave result in the table below.

**Where the critical angle comes from.** The value \(0.40^\circ\) can be checked against the density of copper. At X-ray frequencies most electrons respond nearly as if free. A free electron of charge \(-e\) and mass \(m\) obeys \(m\ddot s=-eE\). For oscillation at \(\omega\), \(\ddot s=-\omega^2s\), so \(s=eE/(m\omega^2)\). With \(N\) electrons per volume the polarization is \(P=-Nes\), and

\[
n^2=1+\frac{P}{\varepsilon_0E}=1-\frac{Ne^2}{\varepsilon_0m\omega^2}.
\]

Since \(n^2\approx1-2\delta\), \(\delta\) is half the last term. Introduce the classical electron radius \(r_e=e^2/(4\pi\varepsilon_0mc^2)\), so that \(e^2/(\varepsilon_0m)=4\pi r_ec^2\), and use \(\omega=2\pi c/\lambda\):

\[
\delta=\frac{N}{2}\,\frac{4\pi r_ec^2\lambda^2}{4\pi^2c^2}
=\frac{r_e\lambda^2N}{2\pi},\qquad
\theta_c=\sqrt{2\delta}=\lambda\sqrt{\frac{r_eN}{\pi}} .
\]

A density of 8.96 g/cm³ and a molar mass of 63.546 g/mol give 84.91 copper atoms per nm³. Each has 29 electrons, but the photon energy lies not far below the K absorption edge of copper, where the innermost electrons do not respond as free ones. A rough correction of \(-2\) electrons per atom leaves 27, so \(N=84.91\times27=2293\) per nm³. The resulting critical angle is \(0.400^\circ\); without the correction it would be \(0.415^\circ\). Because the correction is rough, the agreement supports the given angle to about its two stated digits.

Inserting \(\theta_c\) into \(\Lambda_0\) removes the wavelength:

\[
\Lambda_0=\frac{\lambda}{4\pi\lambda\sqrt{r_eN/\pi}}
=\frac{1}{4\sqrt{\pi r_eN}} .
\]

With \(r_e=2.818\times10^{-6}\) nm this is again 1.755 nm. A shorter wavelength has a proportionally smaller critical angle, and the two changes cancel. Numerical integration at 0.08 nm, with \(N\) held fixed, returns the same 1.755 nm. In real copper \(N\) changes somewhat with wavelength through the dispersion correction. Within this model, then, the limiting depth is a property of the electron density: more electrons per volume mean a smaller \(\Lambda_0\).

The index describes a smooth electron density, whereas copper consists of atomic planes. Its cubic cell holds four atoms, so the cell edge is \((4/84.91)^{1/3}=0.361\) nm, and the close-packed planes are \(0.361/\sqrt3=0.209\) nm apart. The depth \(\Lambda_0\) spans 8.4 of them. From one plane to the next the intensity falls by \(1-e^{-0.209/1.755}\), about 11 %, so an average over planes is a reasonable description.

**(b) The field at the surface.** In vacuum the normal wavenumber is \(q=k\sin\theta\approx k\theta\). The field there is an incident plus a reflected wave, and in the copper it is a transmitted one:

\[
\psi=e^{iqz}+r\,e^{-iqz}\quad(z<0),\qquad
\psi=t\,e^{iq'z}\quad(z>0).
\]

Both \(\psi\) and \(\psi'\) are continuous at \(z=0\), which gives

\[
1+r=t,\qquad q(1-r)=q't .
\]

Multiplying the first equation by \(q\) and adding the second eliminates \(r\): \(2q=(q+q')t\). Below the critical angle and without absorption,

\[
t=\frac{2q}{q+q'}=\frac{2\theta}{\theta+i\sqrt{\theta_c^2-\theta^2}} .
\]

The squared modulus of the denominator is \(\theta^2+(\theta_c^2-\theta^2)=\theta_c^2\), so the intensity at the surface, relative to the incident wave, is

\[
|t|^2=\frac{4\theta^2}{\theta_c^2}.
\]

It vanishes as \(\theta\to0\). In that limit \(t\to0\) and hence \(r\to-1\): the reflected wave cancels the incident one at the surface. The depth \(\Lambda_0\) describes the shape of a profile whose strength is going to zero. A measurement must therefore use a finite angle.

At \(0.05^\circ\) the surface intensity is \(4(0.05/0.40)^2=0.0625\), and at \(0.20^\circ\) it is \(4(0.20/0.40)^2=1\). The numerical solution gives the same two values. The intensity integrated over depth is \(|t|^2\Lambda\), which is \(0.0625\times1.77=0.11\) nm at the smaller angle and \(1\times2.03=2.0\) nm at the larger, for equal incident intensity. The smaller angle costs a factor of about 18 in signal per illuminated area, while the depth shrinks by only 13 %.

Part of that loss is recovered because the beam spreads over a longer strip, provided the sample is long enough. A beam 0.05 mm high covers \(0.05/\sin0.05^\circ=57\) mm of surface. On a shorter sample some of it misses.

**(c) Absorption and larger angles.** Along a ray in the bulk, the amplitude varies as \(e^{ikns}\), with \(s\) the path length, so the intensity falls as \(e^{-2k\beta s}\). The attenuation length is \(\ell=1/(2k\beta)\), from which

\[
\beta=\frac{\lambda}{4\pi\ell}
=\frac{0.154}{4\pi\times20\,000}=6.1\times10^{-7}.
\]

The general depth follows from \(\Lambda=1/(2\,\mathrm{Im}\,q')\) with \(2\delta=\theta_c^2\):

\[
\Lambda=\frac{\lambda}{4\pi\,\mathrm{Im}\sqrt{\theta^2-\theta_c^2+2i\beta}} .
\]

Three limits show what controls it.

*Vanishing angle.* Put \(b=\beta/\delta=0.025\). Since \(2\beta=b\,\theta_c^2\),

\[
\sqrt{-\theta_c^2+2i\beta}=i\theta_c\sqrt{1-ib}
= i\theta_c\left(1-\frac{ib}{2}+\frac{b^2}{8}+\dots\right).
\]

The term linear in \(b\) is real after multiplication by \(i\), so it does not affect the decay. The imaginary part is \(\theta_c(1+b^2/8)\). Absorption shortens the depth by a relative \(b^2/8\), or 0.008 %, which is negligible.

*At the critical angle.* The difference \(\theta^2-\theta_c^2\) vanishes and only absorption is left. Because \((1+i)^2=2i\), we have \(\sqrt{2i\beta}=(1+i)\sqrt\beta\), and

\[
\Lambda(\theta_c)=\frac{\lambda}{4\pi\sqrt\beta}
=\sqrt{\frac{\lambda\ell}{4\pi}}\approx16\ \text{nm}.
\]

The second form follows on inserting \(\beta\). The formula without absorption would diverge here.

*Well above the critical angle.* When \(\theta^2-\theta_c^2\gg2\beta\), expanding the root to first order in \(\beta\) gives an imaginary part \(\beta/\sqrt{\theta^2-\theta_c^2}\). Then

\[
\Lambda\approx\frac{\lambda}{4\pi\beta}\sqrt{\theta^2-\theta_c^2}
=\ell\sqrt{\theta^2-\theta_c^2}.
\]

The root is the angle of the refracted ray inside the metal, so this is the ray picture, with refraction included. At \(0.80^\circ\) it is 0.01209 rad, and \(\Lambda\approx20\,000\times0.01209\approx240\) nm.

| Grazing angle | Intensity depth (nm) | Set mainly by |
|---|---:|---|
| \(\theta\to0\) | 1.76 | electron density |
| 0.05° | 1.77 | electron density |
| 0.20° | 2.03 | electron density and angle |
| 0.40° | 16 | absorption |
| 0.80° | 240 | absorption and refracted angle |

The general formula and numerical integration agree within 0.2 % at all four finite angles. The last two rows inherit the uncertainty of the rough attenuation length \(\ell\): the depth varies as \(\sqrt{\ell}\) at \(0.40^\circ\) and in proportion to \(\ell\) at \(0.80^\circ\). The \(0.40^\circ\) row is even more sensitive to the critical angle itself. If \(\theta_c\) were \(0.395^\circ\) or \(0.405^\circ\), both of which round to about the given value, the general formula would give 24 nm or 10 nm at \(\theta=0.40^\circ\). The 16 nm is therefore the depth exactly at the critical angle, not a firm prediction for a beam set to \(0.40^\circ\).

The table also shows how to choose an angle. Between 0 and \(0.20^\circ\), half the critical angle, the depth rises by a factor \(1/\sqrt{1-1/4}=1.15\). Between \(0.20^\circ\) and \(0.40^\circ\) it rises nearly eightfold. A beam whose angular spread reaches \(\theta_c\) therefore mixes very different depths, even if its mean angle is well below.

**(d) Oxide and surface grading.** Copper exposed to air carries an oxide. Take a film of Cu₂O of thickness \(d=2.0\) nm and density 6.0 g/cm³, both rough values. With the same correction of \(-2\) electrons per copper atom, its effective electron density is 1566 per nm³ and its critical angle \(0.331^\circ\). At vanishing angle, and with absorption neglected, the field is evanescent in both materials. The amplitude decay constants are \(k\) times the respective critical angles:

\[
\kappa_1=0.2355\ \text{nm}^{-1}\ \text{(oxide)},\qquad
\kappa_2=0.2848\ \text{nm}^{-1}\ \text{(copper)}.
\]

In the copper, \(\psi=\psi_d\,e^{-\kappa_2(z-d)}\), where \(\psi_d\) is the field at the buried interface. In the film \(\psi''=\kappa_1^2\psi\), and the solution with value \(\psi_d\) and slope \(-\kappa_2\psi_d\) at \(z=d\) is

\[
\psi=\psi_d\left[\cosh\kappa_1(d-z)+\frac{\kappa_2}{\kappa_1}\sinh\kappa_1(d-z)\right].
\]

Evaluating it at \(z=0\) and squaring the inverse gives the intensity at the copper relative to the outer surface:

\[
\frac{|\psi(d)|^2}{|\psi(0)|^2}
=\left[\cosh\kappa_1d+\frac{\kappa_2}{\kappa_1}\sinh\kappa_1d\right]^{-2}.
\]

Here \(\kappa_1d=0.471\), so the bracket is \(1.113+1.209\times0.489=1.704\), and the ratio is 0.344. Numerical integration through the two layers gives the same ratio, and shows that 33 % of the depth-integrated intensity lies in the copper. The other two thirds lie in the oxide. The decay length within the copper is unchanged, but at small angles most of what is illuminated is no longer copper. The copper share grows with angle: about 38 % at \(0.20^\circ\), one half slightly above \(0.30^\circ\), and close to 90 % at \(0.40^\circ\).

A surface may also have a gradual density profile, for instance when roughness varies over lateral distances well below \(\lambda/\theta_c^2\approx3\) μm, so that the wave responds to its average along the surface. Let \(\delta\) rise from zero to its bulk value as an error function with an rms width of 1.0 nm, centred on \(z=0\). At \(0.05^\circ\) the numerical intensity at \(z=0\) is then 0.91 of that for a sharp surface. Deep inside, the decay length of this averaged field is 1.77 nm in both cases, because the wave equation there has the same constant coefficient. The averaged profile leaves out waves that real roughness scatters to steeper angles; these are weak but travel hundreds of nanometres into the copper, so their share of the depth-integrated intensity need not be small. For a sinusoidal surface of 1 nm rms height at \(0.05^\circ\), the averaged field is accurate to a fraction of a percent, yet the scattered waves carry about 1.5 % of the intensity integrated below the rough zone for a period of 100 nm, and about 17 % for a period of 300 nm.

**Reading the estimate for a copper film.** The wavelength is close to that of the copper Kα line, and the density is that of bulk copper. The estimate applies to a clean, flat, unpatterned film much thicker than \(\Lambda_0\). For a 10 nm film at vanishing angle, the bare decay factor to its lower face is \(e^{-10/1.755}\approx0.003\), so the substrate hardly matters. This holds only while the angle also stays below the critical angle of the substrate. Above it, the weak field that crosses the film travels on in the substrate over a long depth. For silicon, with a critical angle near \(0.22^\circ\) and a rough attenuation length of 70 μm, the substrate holds about 1 % of the depth-integrated intensity at vanishing angle, 6 % at \(0.20^\circ\), but about 70 % at \(0.25^\circ\). At the critical angle of copper the decay length of 16 nm exceeds the film thickness, and the thick-copper formula no longer applies.

With the rough sizes taken in (d), an oxide reduces the copper share of the depth-integrated intensity at vanishing angle to about one third. Patterned lines break the assumption of a uniform surface. Gentle slopes extending over long distances change the local grazing angle: the field strength is altered once they are comparable with \(\theta\), and the depth changes strongly as the local angle approaches \(\theta_c\). Neither patterns nor slopes are covered by these numbers.

In a diffraction measurement the scattered X-rays must also leave the metal. From a depth \(\Lambda_0\), at an exit angle of \(20^\circ\), the path is \(1.755/\sin20^\circ=5.1\) nm, and over it a rough 0.03 % of the intensity is absorbed. At such an exit angle it is the incident field that limits the depth probed. The numerical output below lists the main values used here.

## Computed results

```
Wavelength: 0.154 nm
Critical angle: 0.40 degree = 0.006981 rad
delta from critical angle: 2.437e-05
Wavenumber k: 40.80 1/nm
Intensity depth, formula: 1.755 nm
Intensity depth, wave equation: 1.755 nm
Amplitude depth: 3.511 nm
Share of intensity deeper than 1/e depth: 36.7 %
Rough attenuation length along ray: 20 um
beta: 6.13e-07; beta/delta: 0.0251
Shortening by absorption, vanishing angle: 0.0079 %
Depth at 0.05 degree: formula 1.77 nm, wave equation 1.77 nm
Depth at 0.20 degree: formula 2.03 nm, wave equation 2.03 nm
Depth at 0.40 degree: formula 15.66 nm, wave equation 15.65 nm
Depth at 0.80 degree: formula 241.84 nm, wave equation 241.84 nm
Surface/incident intensity at 0.01 degree: 0.0025
Surface/incident intensity at 0.05 degree: 0.0625
Surface/incident intensity at 0.20 degree: 1.0000
Copper density: 8.96 g/cm3; molar mass 63.546 g/mol
Classical electron radius: 2.8179e-06 nm
Copper atoms: 84.91 per nm3
Rough dispersion correction: -2 electrons per atom
Effective electron density: 2293 per nm3
Critical angle from density: 0.400 degree
Same without dispersion correction: 0.415 degree
Depth from electron density: 1.755 nm
Wave-equation depth at 0.08 nm wavelength: 1.755 nm
Close-packed plane spacing: 0.209 nm
Planes within intensity depth: 8.4
Rough oxide: 2.0 nm, 6.0 g/cm3
Oxide effective electron density: 1566 per nm3
Oxide critical angle: 0.331 degree
Decay constants oxide, copper: 0.2355, 0.2848 1/nm
Intensity at buried copper / outer surface: 0.344
Share of probed intensity in copper under oxide: 32.7 %
Rough surface grading width: 1.0 nm
Graded/sharp intensity at z = 0, 0.05 degree: 0.909
Deep decay, graded surface: 1.769 nm; sharp: 1.769 nm
Beam height: 0.05 mm; footprint at 0.05 degree: 57.3 mm
Exit loss from 1/e depth at 20 degree: 0.026 %
```
